# Strain and conduction-edge shift of a misfitting spherical dot: verification in Python

```python
"""
Result under test: a misfitting sphere (radius R) in an infinite isotropic matrix
has uniform hydrostatic elastic strain e = -4 Gm f / (3 Ki + 4 Gm) inside, and
traceless principal strains (-2, 1, 1) A R^3/r^3 outside, A = 3 Ki f/(3 Ki + 4 Gm).
The conduction edge of the dot shifts by 3 a_c e, whatever R is.
f: misfit a_dot/a_matrix - 1;  Ki, Gi: bulk and shear modulus of the dot;
Km, Gm: the same for the matrix;  a_c: conduction-band deformation potential;
L: outer radius of a finite, traction-free host.
Independent road: minimization of the discretized elastic energy.
Lengths in nm, moduli in GPa, energies in eV unless a label says otherwise.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import solveh_banded, eigh_tridiagonal

f, Ki, Gi, Km, Gm = 0.02, 60.0, 25.0, 80.0, 40.0
a_c, mass_ratio = -7.0, 0.1
radii = [2.0, 4.0, 8.0]
L_big, L_small = 200.0, 20.0


def minimize_energy(R, L, Ki, Gi, Km, Gm, f, n_in=60, n_out=3000):
    """Linear finite elements for u(r); returns midpoints and elastic strains."""
    nodes = np.concatenate([np.linspace(0, R, n_in + 1),
                            np.geomspace(R, L, n_out + 1)[1:]])
    left, right = nodes[:-1], nodes[1:]
    h, mid = right - left, 0.5 * (left + right)
    inside = np.arange(len(h)) < n_in
    K, G = np.where(inside, Ki, Km), np.where(inside, Gi, Gm)
    free_strain = np.where(inside, f, 0.0)
    diag, off = np.zeros(len(nodes)), np.zeros(len(h))
    load = np.zeros(len(nodes))
    for s in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        r = mid + 0.5 * s * h
        w = 0.5 * h * r**2
        shape = [(right - r) / h, (r - left) / h]
        slope = [-1 / h, 1 / h]
        tr = [slope[i] + 2 * shape[i] / r for i in (0, 1)]
        dev = [slope[i] - shape[i] / r for i in (0, 1)]
        for i, sl in ((0, slice(0, -1)), (1, slice(1, None))):
            diag[sl] += w * (K * tr[i]**2 + 4 / 3 * G * dev[i]**2)
            load[sl] += w * K * 3 * free_strain * tr[i]
        off += w * (K * tr[0] * tr[1] + 4 / 3 * G * dev[0] * dev[1])
    # The centre does not move; all other nodes are free.
    banded = np.zeros((2, len(nodes) - 1))
    banded[0, 1:], banded[1] = off[1:], diag[1:]
    u = np.concatenate([[0.0], solveh_banded(banded, load[1:])])
    e_rr = np.diff(u) / h - free_strain
    e_tt = 0.5 * (u[1:] + u[:-1]) / mid - free_strain
    return mid, e_rr, e_tt, inside


def infinite_host(Ki, Gm, f):
    return -4 * Gm * f / (3 * Ki + 4 * Gm), 3 * Ki * f / (3 * Ki + 4 * Gm)


def finite_host(R, L):
    x = (R / L)**3
    d = 3 * Ki * f / (3 * Ki * (1 + 4 * Gm * x / (3 * Km)) + 4 * Gm * (1 - x))
    return -4 * Gm * (1 - x) * d / (3 * Ki), 4 * Gm * x * d / Km


e_in, A = infinite_host(Ki, Gm, f)
shift = 3 * a_c * e_in

# Cartesian equilibrium equation applied to u = (x, y, z) r^(p-1).
x, y, z, p = sp.symbols("x y z p")
Ks, Gs = sp.symbols("K G", positive=True)
coords = (x, y, z)
r_sym = sp.sqrt(x**2 + y**2 + z**2)
u_sym = [c * r_sym**(p - 1) for c in coords]
divergence = sum(sp.diff(u_sym[i], coords[i]) for i in range(3))
force_z = (Gs * sum(sp.diff(u_sym[2], c, 2) for c in coords)
           + (Ks + Gs / 3) * sp.diff(divergence, z))
on_axis = sp.factor(sp.simplify(force_z.subs({x: 0, y: 0, z: 1})))
powers = sorted(int(v) for v in sp.solve(on_axis, p))
assert powers == [-2, 1]

# Principal strains outside from numerical Cartesian derivatives.
R_test, point, step = 4.0, np.array([3.0, -5.0, 4.0]), 1e-4


def outer_displacement(q):
    return A * R_test**3 * q / np.linalg.norm(q)**3


grad = np.array([(outer_displacement(point + step * v)
                  - outer_displacement(point - step * v)) / (2 * step)
                 for v in np.eye(3)])
principal = np.linalg.eigvalsh(0.5 * (grad + grad.T))
scale = A * (R_test / np.linalg.norm(point))**3
assert np.allclose(principal, scale * np.array([-2, 1, 1]), atol=1e-6 * scale)

# Average of an arbitrary strain over the 48 cubic operations.
strain = np.array([[0.3, 0.7, -0.2], [0.7, -0.5, 0.4], [-0.2, 0.4, 1.1]])
operations = [np.diag(signs) @ np.eye(3)[list(perm)]
              for perm in itertools.permutations(range(3))
              for signs in itertools.product((1, -1), repeat=3)]
average = sum(O @ strain @ O.T for O in operations) / len(operations)
assert np.allclose(average, np.trace(strain) / 3 * np.eye(3), atol=1e-12)

# Energy minimization for three dot sizes in a large and a small host.
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
table = []
for R in radii:
    mid, err, ett, ins = minimize_energy(R, L_big, Ki, Gi, Km, Gm, f)
    # The finite host changes the strain by a relative amount of order (R/L)^3.
    tol = 2 * (R / L_big)**3 + 1e-5
    assert np.max(np.abs(err[ins] / e_in - 1)) < tol
    assert np.max(np.abs(ett[ins] / e_in - 1)) < tol
    trace = err + 2 * ett
    assert np.max(np.abs(trace[~ins])) < 3 * tol * abs(3 * e_in)
    window = (~ins) & (mid < 5 * R)
    decay = np.polyfit(np.log(mid[window]),
                       np.log(np.abs(err - ett)[window]), 1)[0]
    assert abs(decay + 3) < 1e-4
    expected_dev = -3 * A * (R / mid[window])**3
    assert np.allclose((err - ett)[window], expected_dev, rtol=tol + 1e-5)

    # Lowest s level with hard walls in the computed strain potential.
    n = 800
    dr = R / n
    grid = dr * np.arange(1, n)
    potential = a_c * np.interp(grid, mid[ins], trace[ins])
    level = eigh_tridiagonal(2 * kinetic / dr**2 + potential,
                             np.full(n - 2, -kinetic / dr**2),
                             select="i", select_range=(0, 0))[0][0]
    confinement = kinetic * (np.pi / R)**2
    assert abs(level - shift - confinement) < 1e-4 * (abs(shift) + confinement)

    mid2, err2, ett2, ins2 = minimize_energy(R, L_small, Ki, Gi, Km, Gm, f)
    trace2 = err2 + 2 * ett2
    e_fin, matrix_trace = finite_host(R, L_small)
    assert np.allclose(err2[ins2], e_fin, rtol=2e-5)
    assert np.allclose(trace2[~ins2], matrix_trace, atol=2e-5 * A)
    table.append((R, a_c * trace[ins].mean(), a_c * trace2[ins2].mean(),
                  trace2[~ins2].mean(), confinement, level))

# Which moduli matter: two must drop out, two must act as the formula says.


def computed_strain(Ki, Gi, Km, Gm):
    _, err, _, ins = minimize_energy(2.0, L_big, Ki, Gi, Km, Gm, f)
    return err[ins].mean()


base = computed_strain(Ki, Gi, Km, Gm)
other_Gi = computed_strain(Ki, 2 * Gi, Km, Gm)
other_Km = computed_strain(Ki, Gi, 2 * Km, Gm)
other_Gm = computed_strain(Ki, Gi, Km, 2 * Gm)
other_Ki = computed_strain(2 * Ki, Gi, Km, Gm)
assert abs(other_Gi / base - 1) < 1e-5
assert abs(other_Km / base - 1) < 1e-5
assert abs(other_Gm / infinite_host(Ki, 2 * Gm, f)[0] - 1) < 2e-5
assert abs(other_Ki / infinite_host(2 * Ki, Gm, f)[0] - 1) < 2e-5

# Lattice constants give the elastic strain without linearizing in the misfit.
ratio_strain = (1 + A) / (1 + f) - 1
assert abs(ratio_strain - e_in) < 2 * f**2

print(f"misfit f = {f:.3f}")
print(f"dot: Ki = {Ki:.0f} GPa, Gi = {Gi:.0f} GPa")
print(f"matrix: Km = {Km:.0f} GPa, Gm = {Gm:.0f} GPa")
print(f"a_c = {a_c:.1f} eV, electron mass = {mass_ratio:.1f} m_e")
print("allowed powers of r in u(r):", powers)
print(f"total strain in dot A = {A:.6f}")
print(f"elastic strain in dot e = {e_in:.6f}")
print(f"e from ratio of lattice constants = {ratio_strain:.6f}")
print(f"trace of elastic strain in dot = {3 * e_in:.6f}")
print(f"pressure in dot = {-3 * Ki * e_in:.4f} GPa")
print(f"conduction-edge shift (formula) = {1000 * shift:.2f} meV")
print("outside, infinite host: r/R, radial strain, tangential strain")
for q in (1, 2, 4):
    print(f"  {q}  {-2 * A / q**3:.6f}  {A / q**3:.6f}")
print(f"fitted decay exponent (R = {radii[-1]:.0f} nm) = {decay:.5f}")
print(f"edge shift from energy minimization, L = {L_big:.0f} nm:")
for row in table:
    print(f"  R = {row[0]:.0f} nm: {1000 * row[1]:.2f} meV")
print(f"edge shift from energy minimization, L = {L_small:.0f} nm:")
for row in table:
    print(f"  R = {row[0]:.0f} nm: {1000 * row[2]:.2f} meV,"
          f" matrix trace {row[3]:.6f}")
print("hard-wall confinement energy; lowest level with strain:")
for row in table:
    print(f"  R = {row[0]:.0f} nm: {1000 * row[4]:.1f} meV;"
          f" {1000 * row[5]:.1f} meV")
print("computed elastic strain in dot when one modulus is doubled:")
print(f"  none {base:.6f}, Gi {other_Gi:.6f}, Km {other_Km:.6f}")
print(f"  Gm {other_Gm:.6f}, Ki {other_Ki:.6f}")
print("all tests passed")
```

Output:

```
misfit f = 0.020
dot: Ki = 60 GPa, Gi = 25 GPa
matrix: Km = 80 GPa, Gm = 40 GPa
a_c = -7.0 eV, electron mass = 0.1 m_e
allowed powers of r in u(r): [-2, 1]
total strain in dot A = 0.010588
elastic strain in dot e = -0.009412
e from ratio of lattice constants = -0.009227
trace of elastic strain in dot = -0.028235
pressure in dot = 1.6941 GPa
conduction-edge shift (formula) = 197.65 meV
outside, infinite host: r/R, radial strain, tangential strain
  1  -0.021176  0.010588
  2  -0.002647  0.001324
  4  -0.000331  0.000165
fitted decay exponent (R = 8 nm) = -3.00000
edge shift from energy minimization, L = 200 nm:
  R = 2 nm: 197.65 meV
  R = 4 nm: 197.65 meV
  R = 8 nm: 197.64 meV
edge shift from energy minimization, L = 20 nm:
  R = 2 nm: 197.47 meV, matrix trace 0.000021
  R = 4 nm: 196.25 meV, matrix trace 0.000170
  R = 8 nm: 186.40 meV, matrix trace 0.001366
hard-wall confinement energy; lowest level with strain:
  R = 2 nm: 940.1 meV; 1137.7 meV
  R = 4 nm: 235.0 meV; 432.7 meV
  R = 8 nm: 58.8 meV; 256.4 meV
computed elastic strain in dot when one modulus is doubled:
  none -0.009412, Gi -0.009412, Km -0.009412
  Gm -0.012800, Ki -0.006154
all tests passed
```
